# Interaction of two impurities in a metallic chain, derived twice

## Two walls in a half-filled chain

Electrons hop with amplitude $-t$ between neighbouring sites of a chain of spacing $a$. With $k$ the phase advance per site, the band is $E=-2t\cos k$. The electrons do not interact, the spin factor is $g=2$, the temperature is zero and the chemical potential is $\mu=0$, so the band is half full.

Let two sites, $n$ apart, carry an infinitely repulsive potential. They become hard walls, and the $n-1$ sites between them form a box with levels $-2t\cos(\pi j/n)$, $j=1,\dots,n-1$. The levels below $\mu=0$ have $j<n/2$. Their sum follows from

$$\sum_{j=1}^{J}\cos j\theta=\frac{\sin[(J+\tfrac12)\theta]}{2\sin(\theta/2)}-\frac12,\qquad \theta=\frac{\pi}{n}.$$

For odd $n$, $J=(n-1)/2$ and the numerator is $\sin(\pi/2)=1$. For even $n$, $J=n/2-1$ and the numerator is $\cos(\pi/2n)$; the level at zero energy contributes nothing. The box therefore has the grand potential

$$\Omega_{\rm odd}=-gt\left[\frac{1}{\sin(\pi/2n)}-1\right],\qquad \Omega_{\rm even}=-gt\left[\cot\frac{\pi}{2n}-1\right].$$

Now use $1/\sin x\approx 1/x+x/6$ and $\cot x\approx 1/x-x/3$ with $x=\pi/2n$. Both cases share the term $-2gtn/\pi$, which is the bulk energy of $n$ sites, and the constant $gt$, which is the box's share of the cost of making the walls. The two chains outside the box bear an equal share, which does not depend on $n$. None of these terms is an interaction. What remains is

$$W_{\rm odd}\approx-\frac{\pi gt}{12\,n},\qquad W_{\rm even}\approx+\frac{\pi gt}{6\,n}.$$

The interaction falls as $1/n$ and alternates in sign. Since $k_F=\pi/2$ here, the alternation has the period of $\cos 2k_Fn=(-1)^n$. It is not a pure cosine, however, because the two signs have magnitudes in the ratio 1:2. A correct general law must reproduce this.

## Statement and conventions

Let the potentials be $U_1$ and $U_2$, at distance $R=na$, and let $\mu=-2t\cos k_F$ with $0<k_F<\pi$. The interaction energy at fixed $\mu$ is

$$W=\Omega(U_1,U_2)-\Omega(U_1,0)-\Omega(0,U_2)+\Omega(0,0).$$

The Green function of the clean chain satisfies $E\,G(n)+t[G(n+1)+G(n-1)]=\delta_{n0}$. Try $G(n)=g_0e^{ik|n|}$. For $n\neq0$ the equation gives $E=-2t\cos k$. For $n=0$ it gives $g_0(-2t\cos k+2te^{ik})=g_0\,2it\sin k=1$. Hence

$$G(n)=\frac{e^{ik|n|}}{iv(k)},\qquad v(k)=2t\sin k=\frac{dE}{dk}.$$

Here $v$ is an energy; the velocity is $va/\hbar$. For $k=p+i\kappa$ one has $\mathrm{Im}\,E=2t\sin p\,\sinh\kappa$. The upper half plane of energy is thus $0<p<\pi$, $\kappa>0$, where $G$ decays with distance. Real energies are approached from above, as $E+i0$.

Repeated scattering from one site sums to $T_i=U_i/(1-U_ig_0)$. Its product with $g_0=1/iv$ is the reflection amplitude

$$r_i=T_ig_0=\frac{U_i}{iv-U_i},\qquad |r_i|^2=\frac{U_i^2}{U_i^2+v^2}<1$$

inside the band. One round trip between the impurities gives

$$X\equiv T_1G(n)T_2G(n)=r_1r_2e^{2ikn}.$$

The result to be derived is

$$W=\frac g\pi\,\mathrm{Im}\int_{-\infty}^{\mu}dE\,\ln(1-X)\;\approx\;\frac{gv}{2\pi n}\,\mathrm{Re}\,\mathrm{Li}_2(A),\qquad A=r_1r_2e^{2ik_Fn},\tag{1}$$

with $v$ and $r_i$ taken at $k_F$ in the last form, and $\mathrm{Li}_s(A)=\sum_{m\ge1}A^m/m^s$.

## First derivation: counting levels

**The determinant.** Let $H=H_0+V$, with $V$ the two site potentials. Since $\mathrm{Tr}(E-H)^{-1}=\frac{d}{dE}\ln\det(E-H)$, and the density of states is $-\frac1\pi$ times the imaginary part of this trace, the impurities change it, per spin, by

$$\Delta\rho=-\frac1\pi\,\mathrm{Im}\,\frac{d}{dE}\ln D,\qquad D=\frac{\det(E-H)}{\det(E-H_0)}=\det(1-G_0V).$$

At zero temperature $\Delta\Omega=g\int_{-\infty}^{\mu}(E-\mu)\Delta\rho\,dE$. Integrate by parts. The boundary term vanishes at $\mu$ because of the factor $E-\mu$. It vanishes far below all levels because $D$ is real and positive there. Two minus signs combine to give

$$\Delta\Omega=\frac g\pi\,\mathrm{Im}\int_{-\infty}^{\mu}dE\,\ln D.$$

Because $V$ acts on two sites, $D$ is a $2\times2$ determinant:

$$D=(1-U_1g_0)(1-U_2g_0)-U_1U_2G(n)^2=(1-U_1g_0)(1-U_2g_0)(1-X).$$

The first two factors give the energies of the separate impurities. Subtracting them leaves the integral in (1).

**Rotation of the contour.** A zero of $D$ above the real axis would mean a normalizable state of complex energy, which a Hermitian $H$ forbids. The same holds for $1-U_ig_0$, so $\ln(1-X)$ is analytic there, with the branch that vanishes at infinity. Since $G(n)$ falls as $E^{-n-1}$, the distant arc contributes nothing. The path from $-\infty$ to $\mu$ can therefore be replaced by one from $\mu$ to infinity, traversed backwards. Taking it vertical, $E=\mu+iy$, gives

$$W=-\frac g\pi\int_0^\infty dy\,\ln|1-X(\mu+iy)|.\tag{2}$$

**Large distance.** Another allowed path is $k=k_F+i\kappa$, on which $dE=i\,v(k)\,d\kappa$ and $e^{2ikn}=e^{2ik_Fn}e^{-2n\kappa}$:

$$W=-\frac g\pi\,\mathrm{Re}\int_0^\infty d\kappa\,v(k)\ln\!\left(1-r_1r_2e^{2ik_Fn}e^{-2n\kappa}\right).$$

For large $n$ only $\kappa\lesssim1/n$ matters. To leading order, $v$ and $r_i$ keep their values at $k_F$. Expanding the logarithm,

$$-\int_0^\infty d\kappa\,\ln(1-Ae^{-2n\kappa})=\sum_{m\ge1}\frac{A^m}{m}\,\frac{1}{2nm}=\frac{\mathrm{Li}_2(A)}{2n},$$

which is the second form in (1).

**The next term.** To first order in $\kappa$, $v(k)=v+i\kappa v'$ with $v'=2t\cos k_F$. Also $r_i'/r_i=-iv'/(iv-U_i)$, so $A$ is multiplied by $1+\varepsilon$ with

$$\varepsilon=i\kappa\sum_i\frac{r_i'}{r_i}=\kappa v'S,\qquad S=\sum_i\frac{1}{iv-U_i}.$$

The logarithm changes by $-\varepsilon Ae^{-2n\kappa}/(1-Ae^{-2n\kappa})$. The two integrals needed are

$$\int_0^\infty\!\kappa\ln(1-Ae^{-2n\kappa})d\kappa=-\frac{\mathrm{Li}_3(A)}{4n^2},\qquad \int_0^\infty\!\frac{\kappa Ae^{-2n\kappa}}{1-Ae^{-2n\kappa}}d\kappa=\frac{\mathrm{Li}_2(A)}{4n^2}.$$

With the prefactor $-g/\pi$ they give

$$W_2=\frac{g}{4\pi n^2}\,\mathrm{Re}\left\{iv'\,\mathrm{Li}_3(A)+vv'S\,\mathrm{Li}_2(A)\right\}.\tag{3}$$

At half filling $v'=0$ and this correction vanishes.

## Second derivation: switching on one impurity

This route uses the electron number at one site and no count of levels. Keep $U_1$ fixed and raise the potential $\lambda$ of the second site from zero to $U_2$. At fixed $\mu$, $\partial\Omega/\partial\lambda$ is the mean electron number at that site. Since $W=0$ when $U_2=0$,

$$W=\int_0^{U_2}d\lambda\,\delta n_2(\lambda),\qquad \delta n_2=n_2(U_1,\lambda)-n_2(0,\lambda).\tag{4}$$

Thus $\delta n_2$ is the change that impurity 1 makes in the electron number at site 2.

**The local Green function.** With impurity 1 alone, the Green function at site 2 is $G_1=g_0+T_1G(n)^2$: an electron stays, or travels to impurity 1, scatters and returns. Adding $\lambda$ turns it into $G_1/(1-\lambda G_1)$. Without impurity 1 it would be $g_0/(1-\lambda g_0)$. The difference is

$$\Delta G_{22}=\frac{G_1-g_0}{(1-\lambda G_1)(1-\lambda g_0)}=\frac{T_1G(n)^2}{(1-\lambda g_0)^2(1-X)},$$

because $1-\lambda G_1=(1-\lambda g_0)(1-X)$, where $X$ now contains $\lambda$ in place of $U_2$. Insert $T_1G(n)^2=r_1e^{2ikn}/iv$ and $1-\lambda g_0=(iv-\lambda)/iv$:

$$\Delta G_{22}=\frac{r_1e^{2ikn}}{1-X}\,\frac{iv}{(iv-\lambda)^2}=\frac{r_1e^{2ikn}}{1-X}\,\frac{dr_2}{d\lambda}=-\frac{\partial}{\partial\lambda}\ln(1-X).$$

The electron number is $\delta n_2=-\frac g\pi\,\mathrm{Im}\int^\mu\Delta G_{22}\,dE$. Inserting this in (4) and integrating over $\lambda$ first gives the integral in (1) again.

**The density ripple.** The distance law follows by doing the energy integral first. On the path $k=k_F+i\kappa$,

$$\delta n_2=\frac g\pi\,\mathrm{Re}\int_0^\infty d\kappa\,v\,\Delta G_{22}\approx\frac{gv}{\pi}\,\mathrm{Re}\left[\frac{1}{r_2}\frac{dr_2}{d\lambda}\int_0^\infty\frac{Ae^{-2n\kappa}}{1-Ae^{-2n\kappa}}d\kappa\right].$$

The last integral is $\sum_m A^m/(2nm)=-\ln(1-A)/2n$. As $\lambda$ grows, $A$ changes through $r_2$ alone, so $d\lambda\,(dr_2/d\lambda)/r_2=dA/A$, and (4) becomes

$$W\approx\frac{gv}{2\pi n}\,\mathrm{Re}\int_0^{A}\frac{dA'}{A'}\left[-\ln(1-A')\right]=\frac{gv}{2\pi n}\,\mathrm{Re}\,\mathrm{Li}_2(A).$$

The second impurity samples the density ripple of the first. For small $U_2$ the energy is $U_2$ times that ripple. For larger $U_2$ the electrons also respond to the second potential, and the integral over $\lambda$ accounts for this.

## When the law is a cosine

Define $\tan\eta_i=U_i/v$. Then $iv-U_i=i(v+iU_i)$ and $r_i=-i\sin\eta_i\,e^{-i\eta_i}$. The term $m=1$ of the dilogarithm is

$$W^{(1)}=-\frac{gv}{2\pi n}\sin\eta_1\sin\eta_2\cos(2k_Fn-\eta_1-\eta_2).\tag{5}$$

The cosine has a phase. The terms $m=2,3,\dots$ oscillate with $4k_F,6k_F,\dots$ and fall with the same power $1/n$; their amplitudes relative to the first are $|r_1r_2|^{m-1}/m^2$. Distance does not remove them.

If $|U_i|\ll v$, then $\sin\eta_i\approx U_i/v$, the phases are small and the harmonics negligible:

$$W\approx-\frac{gU_1U_2}{2\pi v}\,\frac{\cos(2k_FR/a)}{R/a}.\tag{6}$$

With $k_F$ measured per length, this is the law $\cos(2k_FR)/R$. It needs weak impurities, a large distance, a partly filled band and a low temperature, in the sense made precise below.

The opposite limit returns to the walls. For $U_i\to\infty$, $r_i\to-1$ and $A=e^{2ik_Fn}$. At half filling $v=2t$ and $A=(-1)^n$. With $\mathrm{Li}_2(1)=\pi^2/6$ and $\mathrm{Li}_2(-1)=-\pi^2/12$, equation (1) gives $\pi gt/6n$ for even $n$ and $-\pi gt/12n$ for odd $n$, as the box did. Weak equal impurities at half filling have the opposite signs by (6): they attract at even $n$. The phase $\eta_1+\eta_2$, which grows from 0 to $\pi$, accounts for the reversal.

The $1/n$ law fails when $\mu$ leaves the band. Then $k$ has an imaginary part already at $\mu$, and $W$ falls exponentially, or is exactly zero if all levels lie on the same side of $\mu$. Near a band edge $v$ is small, so impurities are no longer weak. There $v'/v=\cot k_F$ is large too, and (3) shows that greater distances are needed.

## Temperature

At temperature $T$ the step at $\mu$ in (1) becomes the Fermi function. Its poles above the real axis lie at $\mu+i\omega_m$, $\omega_m=(2m+1)\pi k_BT$, $m=0,1,\dots$, with residue $-k_BT$. Closing the contour there gives

$$W_T=-2gk_BT\sum_{m\ge0}\ln|1-X(\mu+i\omega_m)|.$$

Near $\mu$, $k\approx k_F+i\omega_m/v$. The first harmonic then contains $\sum_m e^{-(2m+1)x}=1/(2\sinh x)$ with $x=2\pi nk_BT/v$. Its zero-temperature value is multiplied by $x/\sinh x$, so the $1/n$ law ends where $x$ exceeds about one.

## What each derivation assumes

Both derivations take independent electrons, fixed $\mu$ and an infinite clean chain, and both replace $v$ and $r_i$ by their values at the Fermi point to obtain the distance law.

The first assumes that the energy is a sum over single-particle levels. In return it treats both impurities alike, and the determinant extends to more of them by enlarging the matrix.

The second starts from a weaker premise. The relation between $\partial\Omega/\partial\lambda$ and the site's electron number, and hence (4), also holds when electrons repel one another. Independence enters afterwards, in the closed form of $\Delta G_{22}$. The price is a continuous path in $\lambda$, with the density known at each point. If a bound level crosses $\mu$ on the way, the density jumps but $\Omega$ stays continuous, so the integral survives.

## A worked example

Take $a=0.4$ nm, $t=0.5$ eV, 0.8 electrons per atom and $U_1=U_2=0.5$ eV. Then $k_F=0.4\pi=1.257$ per site, the period $\pi a/k_F$ is 1.0 nm, and

$$v=2(0.5)\sin(1.257)=0.951\ \text{eV},\qquad \eta=\arctan\frac{0.5}{0.951}=0.484,\qquad |r|^2=\sin^2\eta=0.217.$$

The first harmonic has amplitude times distance

$$\frac{gva\sin^2\eta}{2\pi}=\frac{2(951)(0.4)(0.2165)}{2\pi}=26.2\ \text{meV nm}.$$

At 4 nm, $n=10$ and $2k_Fn=8\pi$, so (5) gives $-(26.2/4)\cos(0.968)=-3.72$ meV. The full integral (2) gives $-3.73$ meV. Two other calculations agree with it: the same integral taken along real energies, which checks the rotation of the contour, and the levels of long finite chains extrapolated to zero temperature, which check the formula itself.

The closeness of the single cosine here is partly a cancellation. The higher harmonics lower the value to $-3.81$ meV, and (3) raises it again to $-3.72$ meV. At 4.4 nm the first harmonic is near a zero and gives $-0.15$ meV, while the full value is $-0.50$ meV. The second harmonic, with amplitude $0.054\times26.2/4.4=0.32$ meV and nearly at its negative extreme, supplies most of the difference. At 20.4 nm the mismatch persists, $-0.03$ against $-0.10$ meV, as expected of a harmonic with the same $1/n$ decay.

At 300 K and 4 nm, $x=1.71$ and $x/\sinh x=0.64$. The full thermal sum gives $-2.30$ meV, a factor of 0.62. At 20 nm the interaction falls from $-0.76$ meV to $-0.003$ meV.

These parameters lie in the rough range of metal-atom wires on silicon surfaces, with spacings of a few tenths of a nanometre and bandwidths of order 1 eV; the impurity strength is a free choice. The model omits effects as large as its result. An on-site repulsion of 0.5 eV, taken to first order with its uniform shift absorbed in $\mu$, changes $W$ at 4 nm by $+1.7$ meV, almost half its magnitude. An impurity on its own displaces 0.31 electrons; in the pair at 4 nm the number is 0.26 for each. If the impurity cores leave this charge uncompensated, two point charges of 0.31 electrons have a Coulomb energy of $+5.3$ meV at an assumed effective permittivity of 6.5. This gives only a scale: the real charge is spread over the density ripples, and its contribution to $W$ depends, even in sign, on the form of the repulsion at short distance. A lattice distortion, modelled as an on-site potential of wave number $2k_F$ that opens a gap of 0.10 eV, with $\mu$ placed at mid-gap and $k_BT=4$ meV, gives values from $-2.6$ to $+1.0$ meV for the five placements of the pair in a distortion whose potential has a maximum on an atom; other phases of the distortion reach about $-3.6$ meV. The lower end depends on temperature: at $k_BT=1$ meV it is $-2.4$ meV for the five placements and $-2.5$ meV over all phases. A modulation of the hoppings with the same gap gives $-2.0$ to $+1.3$ meV instead. For such a wire, then, the model supplies neither a reliable value nor a reliable sign. Even the scale of a few meV at 4 nm belongs to the assumed impurity strength: with the other parameters unchanged, hard walls at this distance have $A=1$, and (1) gives $+50$ meV. The period $\pi a/k_F$ is derived here for a metallic wire; with a gap, the energy also depends on where the pair sits. The numerical output below lists the other separations.

## Calculated quantities

```
hopping t = 0.50 eV, spacing a = 0.40 nm
filling = 0.80 electrons per atom, U1 = U2 = 0.50 eV
kF = 1.2566 per site = 3.1416 1/nm
chemical potential = -0.3090 eV
v = 0.9511 eV (per site)
period pi/kF = 1.000 nm
eta = 0.4840 rad
reflection probability |r|^2 = 0.2165
second/first harmonic amplitude = 0.0541
first-harmonic amplitude times R = 26.222 meV nm
columns: n, R (nm), then energies in meV:
W(0 K), Li2 law, Li2 + next term, single cosine, W(300 K)
 10   4.0   -3.7267   -3.8130   -3.7178   -3.7164   -2.3031
 11   4.4   -0.4991   -0.4685   -0.5119   -0.1523   -0.1747
 12   4.8    3.2079    3.2167    3.2183    3.3229    1.7467
 13   5.2   -4.5769   -4.6211   -4.5820   -4.8341   -2.2799
 14   5.6    4.5680    4.6253    4.5685    4.4148    1.9113
 50  20.0   -0.7589   -0.7626   -0.7588   -0.7433   -0.0027
 51  20.4   -0.1029   -0.1011   -0.1031   -0.0329    0.0002
 52  20.8    0.7423    0.7423    0.7424    0.7668    0.0017
 53  21.2   -1.1310   -1.1335   -1.1311   -1.1857   -0.0024
 54  21.6    1.1953    1.1992    1.1953    1.1446    0.0021
W at 4 nm from chain levels, T -> 0 = -3.7266 meV
W at 4 nm from real-energy integral = -3.7267 meV
neglected effects at n = 10 (4 nm):
W for comparison = -3.7267 meV
kT at 300 K = 25.852 meV, x = 1.708
thermal factor x/sinh x = 0.640
on-site repulsion assumed = 0.50 eV
first-order shift of W by repulsion = 1.687 meV
displaced electrons per impurity = -0.3081
effective permittivity assumed = 6.5
Coulomb energy if uncompensated = 5.259 meV
distortion potential amplitude = 0.10 eV
gap it opens = 0.0998 eV
W with gap, lowest of 5 placements = -2.631 meV
W with gap, highest of 5 placements = 0.973 meV
```
